# Core polarization and the contact hyperfine field of high-spin manganese

**Q:** My Mn²⁺ spectra show a large magnetic field at the nucleus. The five unpaired electrons are in 3d orbitals, which vanish there. Where does the field come from?

**A:** From the s electrons. Their shells are full, but their two spins need not have the same density at the nucleus. Take a free 3d⁵ ion in its sextet S state, treated without relativity and with a point nucleus. It has no orbital moment, and its spin density is spherical.

Let the spin magnetization be \(m(r)\hat z\). Its equivalent current density is

\[
\mathbf J=\nabla\times(m\hat z)=m'(r)\,\hat r\times\hat z=-m'(r)\sin\theta\,\hat\phi .
\]

Divide this current into rings. A ring at \((r,\theta)\) has radius \(r\sin\theta\), lies at distance \(r\) from the nucleus and carries \(dI=J_\phi\,r\,dr\,d\theta\). By the Biot-Savart law its field at the nucleus is

\[
dB=\frac{\mu_0\,dI\,(r\sin\theta)^2}{2r^3}
=-\frac{\mu_0}{2}m'(r)\sin^3\theta\,dr\,d\theta .
\]

The angular integral is \(\int_0^\pi\sin^3\theta\,d\theta=4/3\), and the radial one is \(-\int_0^\infty m'\,dr=m(0)\). Therefore

\[
B=\frac23\mu_0 m(0)=\frac23\mu_0\mu_B\frac{|g|}{2}\,q,
\qquad q=\rho_\uparrow(0)-\rho_\downarrow(0).
\]

Here "up" means majority spin, and positive \(B\) is parallel to the electron spin moment. With \(q\) in \(a_0^{-3}\), the prefactor is 52.49 T \(a_0^3\).

An orbital of angular momentum \(l\) behaves as \(r^l\) near the nucleus, so s orbitals alone contribute to \(q\). If each s orbital is shared by an up and a down electron, \(q=0\), whatever the 3d shell does.

**Q:** Why should a filled s shell care about the spin of the 3d electrons?

**A:** Because of exchange. In unrestricted Hartree-Fock (UHF), each spin has its own orbitals and its own Fock operator,

\[
F_\sigma=h+J[P_\uparrow+P_\downarrow]-K[P_\sigma],
\]

where \(P_\sigma\) is the density matrix of spin \(\sigma\). The one-electron term \(h\) and the Coulomb term \(J\) are common to both spins. Subtraction leaves

\[
F_\uparrow-F_\downarrow=-K[P_\uparrow-P_\downarrow].
\]

Write \(F_{\uparrow,\downarrow}=F_0\pm D\), with \(D=-\tfrac12K[P_\uparrow-P_\downarrow]\). The main source of \(D\) is the half-filled 3d shell. To find its matrix element between two s orbitals, use

\[
\frac1{r_{12}}=\sum_l\frac{r_<^l}{r_>^{l+1}}P_l(\cos\gamma),\qquad
\sum_m Y_{2m}(1)Y_{2m}(2)=\frac5{4\pi}P_2(\cos\gamma),
\]

with real harmonics and \(\gamma\) the angle between the two positions. The two s orbitals supply a factor \(1/(4\pi)\). Orthogonality of the Legendre polynomials leaves \(l=2\), with angular factor

\[
\frac1{4\pi}\,\frac5{4\pi}\iint P_2^2\,d\Omega_1d\Omega_2
=\frac5{(4\pi)^2}\,\frac{(4\pi)^2}{5}=1.
\]

Thus, with \(P(r)\) denoting \(r\) times a radial function,

\[
K^{3d}_{ss'}=R^2(s,s')=\iint P_s(r_1)P_d(r_1)\frac{r_<^2}{r_>^3}P_d(r_2)P_{s'}(r_2)\,dr_1dr_2 .
\]

Radial quadrature of this integral was tested against the exchange matrix of the full calculation.

**Q:** How does that exchange energy become a density at the nucleus?

**A:** By mixing s orbitals. Let \(\phi_i\) and \(e_i\) be the real orbitals and energies of \(F_0\). First-order perturbation theory gives

\[
\psi_i^{\uparrow,\downarrow}=\phi_i\pm\sum_{k\ne i}\phi_k\frac{D_{ki}}{e_i-e_k}.
\]

Square both at the nucleus and subtract. The terms \(\phi_i^2(0)\) cancel, and the two cross terms add:

\[
q_i=\sum_{k\ne i}t_{ik},\qquad
t_{ik}=4\phi_i(0)\phi_k(0)\frac{D_{ik}}{e_i-e_k}.
\]

Exchanging the spins changes the sign of \(D\), so \(q_i\) is odd in \(D\). Second-order terms drop out, and the first correction is of third order. If \(P_\uparrow=P_\downarrow\), then \(D=0\) and the field vanishes.

**Q:** What do the individual shells give?

**A:** For the canonical orbitals, which diagonalize each spin's Fock operator, the UHF results are:

| Shell | \(q_i\) (\(a_0^{-3}\)) | Field (T) |
|---|---:|---:|
| 1s | −0.070 | −3.7 |
| 2s | −2.787 | −146.3 |
| 3s | +1.337 | +70.2 |

The sum is

\[
q=-0.070-2.787+1.337=-1.520\ a_0^{-3},
\]
\[
B=52.49\times(-1.520)=-79.8\ \text{T}.
\]

These values, like the densities and amplitudes quoted below, carry a basis error of a few tenths of a percent, so their last digits are not converged; the sizes are given in the last answer. The field is antiparallel to the electron spin moment. It rests on small imbalances: the 2s densities at the nucleus are 432.45 and 435.24 \(a_0^{-3}\) for up and down, a difference of 0.6% of either.

**Q:** I was told that 3s lies outside 3d and is pulled inward, while 2s lies inside and is pulled outward. Is that the reason for the opposite signs?

**A:** The radii do not support the first premise. The rms radius is 0.92–0.93 \(a_0\) for 3s and 1.23 \(a_0\) for 3d. The rms value weights the 3d tail; the maxima of the radial densities nearly coincide, at 0.74 \(a_0\) for 3s and 0.77 \(a_0\) for 3d, so the two shells overlap rather than lie one outside the other. The up-spin 3s orbital is indeed slightly smaller than its down-spin partner, and the up-spin 2s orbital slightly larger, but the cause of the opposite signs is visible in the mixing terms.

Choose all orbital signs so that \(\phi_i(0)>0\). The computed integral \(R^2(2s,3s)\) is then −0.1101 hartree, so the 3d part of \(D_{2s,3s}\) is \(-\tfrac12(-0.1101)=+0.0551\) hartree. The energy denominator for 2s is \(-29.752-(-4.455)=-25.297\) hartree. With the amplitudes 20.829 and 7.639 \(a_0^{-3/2}\),

\[
t_{2s,3s}\approx
\frac{4(20.829)(7.639)(0.0551)}{-25.297}
=-1.39\ a_0^{-3}.
\]

Including exchange with the polarized s and p shells changes this to −1.435 \(a_0^{-3}\).

For 3s the numerator is the same and the denominator is reversed, so 3s gains +1.435 \(a_0^{-3}\). That is the origin of its positive sign: the 3s entry is +1.435 from 2s, −0.096 from empty orbitals and −0.003 from 1s, which, taken to four decimals (+1.4352, −0.0957, −0.0025), add to +1.3370, against +1.3373 in the full calculation.

**Q:** If one shell gains what the other loses, does that mixing produce any field?

**A:** No. Since \(D_{ik}=D_{ki}\), we have \(t_{ik}=-t_{ki}\), and every pair of occupied shells cancels in the total. This also holds beyond first order. If the occupied orbitals of one spin are mixed by a unitary matrix \(U\), then

\[
\sum_i\Big|\sum_jU_{ij}\psi_j(0)\Big|^2
=\sum_{jk}\Big(\sum_iU_{ij}U_{ik}^*\Big)\psi_j(0)\psi_k^*(0)
=\sum_j|\psi_j(0)|^2,
\]

because the bracket is \(\delta_{jk}\). The total density is unchanged, while the share assigned to each shell can change.

The opposing signs are therefore a true statement about canonical orbitals, but the shell fields are not separate observables. What survives in the total is mixing with empty s orbitals:

\[
q\approx
\underbrace{+0.013}_{1s}
\underbrace{-1.437}_{2s}
\underbrace{-0.096}_{3s}
=-1.520\ a_0^{-3}.
\]

In this division the net field comes mainly from 2s, and the 3s contribution is small and negative. The negative sign of the 2s term is a computed result. Exchange attraction by itself does not fix it: the matrix elements \(D_{ik}\) between different orbitals are integrals over oscillating functions, and their signs have to be calculated.

**Q:** Then what exactly is lost if I freeze the core?

**A:** It depends on which shells are frozen. Three cases separate the effects.

- With all s and p shells kept paired, \(q=0\). A frozen argon core does this to the free ion: it leaves the 3d spins but no contact field.
- With 1s, 2s and 2p frozen as paired orbitals, 3s and 3p can still respond. The result is \(q=-0.076\ a_0^{-3}\), or −4.0 T. This is 5% of the full field.
- With 3s and 3p frozen instead, the inner shells respond and give \(q=-1.407\ a_0^{-3}\), or −73.9 T. This is 93% of the full field.

In the second case 3s contributes a small negative field, although its canonical entry was +70.2 T. The 3s orbital of each spin must stay orthogonal to the frozen 2s orbital, which is one fixed function for both spins, so the 2s–3s mixing term is absent. Adding the separate 3s entry to a frozen-core result would therefore be wrong.

The two partial responses add to −1.483 \(a_0^{-3}\), 2.4% smaller in magnitude than the full result. Each leaves out the exchange field that the frozen group would produce if it were polarized. How much of the difference this accounts for was not tested.

**Q:** I use an effective core potential that keeps 3s and 3p in the valence. Can I restore the nuclear region afterwards?

**A:** There are two separate losses. The first is the amplitude of the valence orbital. With the LANL2DZ neon-core potential, the 3d rms radius is 1.241 \(a_0\), close to the all-electron 1.234 \(a_0\). Yet the 3s density at the nucleus, whose exact value here depends on the tightest s functions in the basis, is only about \(10^{-5}\ a_0^{-3}\) per electron, instead of 59 \(a_0^{-3}\), and the contact field is zero to the printed precision. A good valence shape does not imply a good contact density.

Reconstruction can put back the nodes and the nuclear amplitude of 3s. If it also inserts a paired, frozen neon core, the second loss remains: the response of 2s. The frozen-neon-core calculation above models this situation with the correct 3s amplitude, and it gives −4.0 T instead of −79.8 T. A more accurate correlated treatment of the valence electrons, including quantum Monte Carlo, does not by itself supply the spin response of electrons that have been removed.

**Q:** What would a sufficient reconstruction contain?

**A:** It must let the core s orbitals respond to the exchange field of the valence spins. The first-order formula shows the ingredients: all-electron s orbitals, including empty ones, their energies, and \(D\). With 3d exchange alone in \(D\), it gives −1.483 \(a_0^{-3}\). Adding exchange with the polarized s and p shells gives −1.520 \(a_0^{-3}\), so the 3d shell supplies about 98% of the first-order result. The remainder is a net figure: exchange with the polarized s shells adds about −0.10 \(a_0^{-3}\) and exchange with the p shells about +0.07 \(a_0^{-3}\). These numbers use all-electron 3d orbitals; the same correction starting from pseudo-orbitals was not tried.

**Q:** May I compare −79.8 T directly with my spectrum?

**A:** Not as a prediction. A second basis changes \(q\) by about 0.1%, and the basis reproduces the known nuclear density of one-electron Mn²⁴⁺ to 0.3%. At the basis-set limit the total is −1.522 \(a_0^{-3}\) (−79.9 T), the 2s and 3s entries are −2.793 and +1.341 \(a_0^{-3}\), the 2s densities are 433.6 and 436.4 \(a_0^{-3}\), and the two frozen-shell results are −0.075 and −1.410 \(a_0^{-3}\); the signs and percentages are unchanged. Those figures concern the basis, not the physical model. UHF omits electron correlation, and its determinant is not in general a pure sextet once the paired orbitals differ between spins. Relativity and finite nuclear size are also absent.

A neutral atom has 4s electrons, and a solid has ligands that can transfer spin into s orbitals. Where the symmetry is lower or an orbital moment survives, dipolar and orbital fields must be added to the contact field. The free-ion calculation establishes the mechanism and the cost of freezing each group of shells at the UHF level; the numerical output lists more digits, but they belong to this basis.

## Table of computed values

```
Mn2+ 3d5, UHF; q = contact spin density in a0^-3
field per unit q: 52.491 T a0^3
UHF energy: -1149.0896 Eh
energy gained by polarization: 1.40 mEh
Mn24+ 1s density at nucleus / exact: 0.99736
1s density at nucleus, up: 4770.8238 a0^-3
1s density at nucleus, down: 4770.8939 a0^-3
1s canonical q: -0.0701 a0^-3; field: -3.68 T
2s density at nucleus, up: 432.4543 a0^-3
2s density at nucleus, down: 435.2414 a0^-3
2s canonical q: -2.7870 a0^-3; field: -146.30 T
3s density at nucleus, up: 59.0183 a0^-3
3s density at nucleus, down: 57.6810 a0^-3
3s canonical q: 1.3373 a0^-3; field: 70.19 T
total q: -1.5199 a0^-3; field: -79.78 T
total q, second basis: -1.5180 a0^-3
total q, all s and p shells paired: 0.0e+00 a0^-3
1s mean-field orbital energy: -241.190 Eh; amplitude at nucleus: 69.071 a0^-3/2
2s mean-field orbital energy: -29.752 Eh; amplitude at nucleus: 20.829 a0^-3/2
3s mean-field orbital energy: -4.455 Eh; amplitude at nucleus: 7.639 a0^-3/2
R2(2s,2s) with 3d: 0.1361 Eh
R2(2s,3s) with 3d: -0.1101 Eh
R2(3s,3s) with 3d: 0.4083 Eh
first-order q of 1s from 2s (opposite in 2s): -0.0853 a0^-3
first-order q of 1s from 3s (opposite in 3s): 0.0025 a0^-3
first-order q of 2s from 3s (opposite in 3s): -1.4352 a0^-3
first-order q of 1s from empty orbitals: 0.0127 a0^-3
first-order q of 2s from empty orbitals: -1.4372 a0^-3
first-order q of 3s from empty orbitals: -0.0957 a0^-3
first-order total q: -1.5202 a0^-3
first-order total q, 3d exchange only: -1.4829 a0^-3
1s rms radius, up: 0.07125 a0; down: 0.07125 a0
2s rms radius, up: 0.30547 a0; down: 0.30421 a0
3s rms radius, up: 0.92331 a0; down: 0.92710 a0
3d rms radius: 1.2344 a0
q with 1s,2s,2p frozen: -0.0757 a0^-3; field: -3.97 T
q with 3s,3p frozen: -1.4074 a0^-3; field: -73.87 T
sum of the two frozen-shell q: -1.4831 a0^-3
LANL2DZ potential, 3d rms radius: 1.2409 a0
LANL2DZ potential, 3s up density at nucleus: 0.00001 a0^-3
LANL2DZ potential, q: 0.00000 a0^-3; field: 0.000 T
```
